\section*{G0W0 quasiparticle energies from an equation-of-motion problem on direct ring CCD, part 1}

(Sections cited here and not found follow in the second part.)

\section{The screened interaction and the boson ground state}

\subsection{Definitions and conventions}

Rydberg atomic units are used: $\hbar=1$, $e^2=2$, energies in Ry, lengths in bohr. The reference $|\Phi\rangle$ is a Hartree--Fock determinant with real canonical spin orbitals $\phi_p$ and energies $\epsilon_p$. Indices $i,j$ label the $n_o$ occupied orbitals, $a,b$ the $n_v$ virtual ones, and $p,q,r,s,m$ any orbital. A pair index $\nu=(ia)$ takes $n_b$ values, with pair energy $\Delta_\nu=\epsilon_a-\epsilon_i$ and pair density $\rho_\nu=\phi_i\phi_a$. A gap is assumed, so every $\Delta_\nu>0$. With $(pq|rs)=\iint \phi_p\phi_q(1)\,(2/r_{12})\,\phi_r\phi_s(2)$, spin integration included, define
\begin{equation}
B_{\nu\mu}=(ia|jb),\qquad A=\Delta+B,\qquad V_{pq,\nu}=(pq|ia),
\label{eq:ABV}
\end{equation}
where $\Delta$ is the diagonal matrix of pair energies and $\mu=(jb)$. Real orbitals make $A$ and $B$ symmetric and give $V_{pq,\nu}=V_{qp,\nu}$. The matrix $B$ is the Gram matrix of the pair densities in the positive Coulomb kernel, so $B\ge0$. The symbol $V_{pq}$ without a third index is a row vector in pair space.

The $G_0W_0$ approximation on this reference is defined in three steps. The independent-particle response is $\chi_0=\sum_\nu\rho_\nu D_\nu\rho_\nu$ with
\begin{equation}
D_\nu(\omega)=\frac{1}{\omega-\Delta_\nu}-\frac{1}{\omega+\Delta_\nu}=\frac{2\Delta_\nu}{\omega^2-\Delta_\nu^2}.
\end{equation}
The direct random-phase (RPA) response obeys $\chi=\chi_0+\chi_0 v_C\chi$, with $v_C$ the Coulomb kernel. Each term of its iteration begins and ends on a pair density, so $\chi=\sum\rho_\nu\Pi_{\nu\mu}\rho_\mu$ with $\Pi=D+DB\Pi$, that is
\begin{equation}
\Pi^{-1}=D^{-1}-B,\qquad W^c_{pm,mq}(\omega)=V_{pm}\,\Pi(\omega)\,V_{mq}^T ,
\label{eq:Pi}
\end{equation}
where $W^c=v_C\chi v_C$ is the correlation part of the screened interaction. The correlation self-energy is
\begin{equation}
\Sigma_{pq}(\omega)=\frac{i}{2\pi}\sum_m\int d\omega'\,G^0_m(\omega+\omega')\,W^c_{pm,mq}(\omega'),
\label{eq:GW}
\end{equation}
with time-ordered functions: $G^0_i(\omega)=1/(\omega-\epsilon_i-i0)$, $G^0_a(\omega)=1/(\omega-\epsilon_a+i0)$, and positive-frequency poles of $W^c$ just below the real axis, negative ones just above. The sign in \eqref{eq:GW} is fixed by the bare term: a static $v_C$ in place of $W^c$, with the contour closed above, gives $(i/2\pi)(2\pi i)(pi|iq)=-(pi|iq)$, the Fock exchange. That term is already in $\epsilon_p$, so the quasiparticle energies are the poles of $G(\omega)=[\omega-\epsilon-\Sigma(\omega)]^{-1}$, a matrix in $p,q$.

To each pair is assigned a boson, $[b_\nu,b^\dagger_\mu]=\delta_{\nu\mu}$, with vacuum $|0\rangle$. These are true bosons that commute with the electron operators $a_p$; replacing $a_a^\dagger a_i$ by $b^\dagger_\nu$ is the quasiboson step. In vector notation the boson Hamiltonian is
\begin{equation}
H_B=b^\dagger Ab+\tfrac12\,b^\dagger Bb^\dagger+\tfrac12\,bBb .
\label{eq:HB}
\end{equation}
A transformed operator $e^{-T}Oe^{T}$ means the series $O+[O,T]+\frac12[[O,T],T]+\dots$, which terminates for the generators $T$ and $\Lambda$ used below; for the unitary generator $\sigma$ introduced later it is summed in closed form.

\subsection{One pair}

Let there be a single pair, so that $\Delta$, $A$, $B$ and $V_{pq}$ are numbers. From \eqref{eq:Pi},
\begin{equation}
\Pi=\frac{2\Delta}{\omega^2-\Delta^2-2\Delta B}
=\frac{\Delta}{\Omega}\left[\frac{1}{\omega-\Omega}-\frac{1}{\omega+\Omega}\right],
\qquad \Omega^2=\Delta(\Delta+2B)=A^2-B^2 .
\end{equation}
Screening moves the pole from $\Delta$ up to $\Omega$ and reduces its residue from $1$ to $\Delta/\Omega$. Insert this in \eqref{eq:GW}. For occupied $m=i$ the pole of $G^0$ lies at $\omega'=\epsilon_i-\omega+i0$, above the axis. The integrand falls as $\omega'^{-3}$, so the contour may be closed below, clockwise, around $\omega'=\Omega-i0$; the prefactor is $(i/2\pi)(-2\pi i)=+1$ and the residue is $1/(\omega+\Omega-\epsilon_i)$. For virtual $m=a$ the pole of $G^0$ lies below, and the contour is closed above around $\omega'=-\Omega+i0$; the prefactor is $(i/2\pi)(2\pi i)=-1$ and the residue is $-1/(\omega-\Omega-\epsilon_a)$. Hence
\begin{equation}
\Sigma_{pq}=\frac{\Delta}{\Omega}\left[\sum_i\frac{V_{pi}V_{qi}}{\omega-\epsilon_i+\Omega}+\sum_a\frac{V_{pa}V_{qa}}{\omega-\epsilon_a-\Omega}\right].
\label{eq:sig1}
\end{equation}
A boson treatment has to produce both $\Omega$ and the factor $\Delta/\Omega$.

Take $T=\frac12 t\,b^\dagger b^\dagger$. Since $[b,T]=t\,b^\dagger$ and $b^\dagger$ commutes with $T$, the transformation sends $b\to b+tb^\dagger$ and leaves $b^\dagger$ alone. With $(b+tb^\dagger)^2=bb+2t\,b^\dagger b+t+t^2b^\dagger b^\dagger$,
\begin{equation}
\bar H_B=\tfrac12Bt+(A+tB)\,b^\dagger b+\tfrac12B\,bb+\tfrac12\left(B+2At+Bt^2\right)b^\dagger b^\dagger .
\end{equation}
The vacuum is a right eigenvector when $B+2At+Bt^2=0$, so $t=(-A\pm\Omega)/B$ and $K\equiv A+tB=\pm\Omega$. The product of the roots is $1$. The upper root has $|t|<1$ and $K=+\Omega$, and it vanishes as $B\to0$; it is the one kept. The frequency is now right. The residue is not yet: the displacement becomes $b+b^\dagger\to b+(1+t)b^\dagger$, whose creation and annihilation coefficients multiply to $1+t$, and this is not $\Delta/\Omega$.

The cause is the term $\frac12B\,bb$, which makes $\langle0|\bar H_B$ differ from a multiple of $\langle0|$. A second transformation with $\Lambda=\frac12\lambda\,bb$ removes it. Since $[\Lambda,b^\dagger]=\lambda b$, one has $e^{\Lambda}b^\dagger e^{-\Lambda}=b^\dagger+\lambda b$ and $b$ is unchanged. Then $Kb^\dagger b\to Kb^\dagger b+K\lambda\,bb$, and the $bb$ terms cancel for $\lambda=-B/2\Omega$. This equals $t/(1-t^2)$: using $B^2=(A-\Omega)(A+\Omega)$,
\begin{equation}
\frac{t}{1-t^2}=\frac{(\Omega-A)B}{B^2-(A-\Omega)^2}=\frac{(\Omega-A)B}{(A-\Omega)\,2\Omega}=-\frac{B}{2\Omega}.
\end{equation}
The displacement becomes $u\,b^\dagger+v\,b$ with $u=1+t$ and $v=1+(1+t)\lambda=1+t/(1-t)=1/(1-t)$. With $A-B=\Delta$ and $A+B=\Omega^2/\Delta$,
\begin{equation}
uv=\frac{1+t}{1-t}=\frac{\Omega-(A-B)}{(A+B)-\Omega}=\frac{\Omega-\Delta}{\Omega(\Omega-\Delta)/\Delta}=\frac{\Delta}{\Omega},
\label{eq:uv1}
\end{equation}
which is the residue in \eqref{eq:sig1}.

\emph{Weak-coupling limit.} For $B\ll\Delta$, $\Omega\simeq\Delta+B$, $t\simeq\lambda\simeq-B/2\Delta$, and $\Delta/\Omega\simeq1-B/\Delta$. The factors $u$ and $v$ are each $1-B/2\Delta$, so the ket amplitude $t$ and the bra amplitude $\lambda$ each supply half of the first-order reduction of the residue.

\emph{Closing gap.} For $\Delta\to0$ at fixed $B$, $\Omega\simeq\sqrt{2\Delta B}\to0$, $t\to-1$, $u\to0$, $v\to\frac12$, and $\lambda$ diverges. The construction needs $\Delta>0$.

\subsection{Many pairs: the RPA amplitudes}

In \eqref{eq:Pi}, $D^{-1}=(\omega^2-\Delta^2)/2\Delta$ is diagonal, so
\begin{equation}
\Pi^{-1}=\tfrac12\Delta^{-1/2}\left(\omega^2-C\right)\Delta^{-1/2},\qquad
C=\Delta^2+2\Delta^{1/2}B\Delta^{1/2}=\Delta^{1/2}(A+B)\Delta^{1/2}.
\end{equation}
$C$ is symmetric and $C\ge\Delta^2$ because $B\ge0$. Write $C=O\Omega^2O^T$ with $O$ orthogonal and $\Omega$ diagonal and positive; then $\Omega_{\min}\ge\Delta_{\min}$. Define
\begin{equation}
P=\Delta^{1/2}O\,\Omega^{-1/2},\quad Q=\Delta^{-1/2}O\,\Omega^{1/2},\quad X=\tfrac12(P+Q),\quad Y=\tfrac12(P-Q).
\end{equation}
Inversion gives $\Pi=2\Delta^{1/2}O(\omega^2-\Omega^2)^{-1}O^T\Delta^{1/2}=P\,[2\Omega/(\omega^2-\Omega^2)]\,P^T$. Each mode $n$ contributes the bracket of the one-pair case, and the same contour argument yields
\begin{equation}
\Sigma_{pq}(\omega)=\sum_{in}\frac{w_{pi,n}w_{qi,n}}{\omega-\epsilon_i+\Omega_n}+\sum_{an}\frac{w_{pa,n}w_{qa,n}}{\omega-\epsilon_a-\Omega_n},\qquad w_{pq}=V_{pq}(X+Y).
\label{eq:target}
\end{equation}
For one pair $P^2=\Delta/\Omega$ and \eqref{eq:sig1} returns.

The definitions give $(A-B)Q=\Delta^{1/2}O\Omega^{1/2}=P\Omega$ and $(A+B)P=\Delta^{-1/2}CO\Omega^{-1/2}=Q\Omega$. With $P=X+Y$ and $Q=X-Y$, half the sum and half the difference of these are the RPA equations
\begin{equation}
AX+BY=X\Omega,\qquad BX+AY=-Y\Omega .
\label{eq:rpa}
\end{equation}
Also $Q^TP=1$, and since the matrices are square, $PQ^T=1$. Separating the symmetric and antisymmetric parts of $(X-Y)^T(X+Y)=1$ and of $(X+Y)(X-Y)^T=1$ gives
\begin{equation}
X^TX-Y^TY=1,\quad X^TY=Y^TX,\quad XX^T-YY^T=1,\quad YX^T=XY^T .
\label{eq:norm}
\end{equation}

\subsection{Many pairs: direct ring CCD}

Now $T=\frac12b^\dagger tb^\dagger$ with symmetric $t$, and $b\to b+tb^\dagger$. The three terms of \eqref{eq:HB} become $b^\dagger Ab+b^\dagger At\,b^\dagger$, $\frac12b^\dagger Bb^\dagger$, and
\begin{equation}
\tfrac12(b+tb^\dagger)B(b+tb^\dagger)=\tfrac12bBb+b^\dagger tB\,b+\tfrac12\mathrm{Tr}(Bt)+\tfrac12b^\dagger tBt\,b^\dagger ,
\end{equation}
where the two cross terms are equal after $b_\nu b^\dagger_\mu=b^\dagger_\mu b_\nu+\delta_{\mu\nu}$, which leaves the trace. The creators commute, so $b^\dagger At\,b^\dagger=\frac12b^\dagger(At+tA)b^\dagger$. Therefore
\begin{align}
\bar H_B&=E_c+b^\dagger Kb+\tfrac12bBb+\tfrac12b^\dagger\mathcal Rb^\dagger,\label{eq:Hbar}\\
E_c&=\tfrac12\mathrm{Tr}(Bt),\qquad K=A+tB,\qquad \mathcal R=B+At+tA+tBt .
\end{align}
The condition $\mathcal R=0$ is the direct ring CCD (drCCD) amplitude equation: the doubles equation with ring terms alone and no exchange integrals, with $t_{ia,jb}$ the doubles amplitude.

It is solved by $t=YX^{-1}$. The inverse exists because $X^TX=1+Y^TY\ge1$. The matrix $X^TtX=X^TY$ is symmetric by \eqref{eq:norm}, so $t$ is. Multiplying \eqref{eq:rpa} by $X^{-1}$ from the right gives $A+Bt=X\Omega X^{-1}$ and $B+At=-Y\Omega X^{-1}=-t(A+Bt)$, which is $\mathcal R=0$. Three consequences are
\begin{equation}
K^T=X\Omega X^{-1},\qquad K=X^{-T}\Omega X^T,\qquad X^T(1-t^2)X=1,
\label{eq:K}
\end{equation}
the last from $X^Tt^2X=Y^TY$. It shows $1-t^2=(XX^T)^{-1}>0$, so every eigenvalue of $t$ lies inside $(-1,1)$. The quadratic equation has other solutions, as the one-pair case showed. Any solution makes the columns of $\binom{1}{t}$ span an invariant subspace of $\begin{pmatrix}A&B\\-B&-A\end{pmatrix}$ on which the map acts as $A+Bt$. By \eqref{eq:rpa} that matrix has eigenvalues $\pm\Omega_n$, with eigenvectors $\binom XY$ and $\binom YX$, so the solution whose $K$ has a positive spectrum is unique and is $YX^{-1}$.

The state $e^T|0\rangle$ is the ground state of $H_B$. Define $\beta=X^Tb-Y^Tb^\dagger$. By \eqref{eq:norm}, $[\beta_n,\beta^\dagger_{n'}]=(X^TX-Y^TY)_{nn'}=\delta_{nn'}$ and $[\beta_n,\beta_{n'}]=(Y^TX-X^TY)_{nn'}=0$, and the inverse relation is $b=X\beta+Y\beta^\dagger$. From $[b,H_B]=Ab+Bb^\dagger$ and $[b^\dagger,H_B]=-Ab^\dagger-Bb$,
\begin{equation}
[\beta,H_B]=(AX+BY)^Tb+(BX+AY)^Tb^\dagger=\Omega\,\beta .
\end{equation}
So $H_B-\beta^\dagger\Omega\beta$ commutes with all $\beta$ and $\beta^\dagger$ and is a number, and the ground state is the $\beta$ vacuum. Next, $\beta e^T|0\rangle=e^T[X^T(b+tb^\dagger)-Y^Tb^\dagger]|0\rangle=0$, because $X^Tt=Y^T$. The state is normalizable: in the eigenbasis of $t$ it is a product of factors $e^{\tau b^\dagger b^\dagger/2}|0\rangle$ of squared norm $\sum_k\binom{2k}{k}(\tau^2/4)^k=(1-\tau^2)^{-1/2}$, finite for $|\tau|<1$. By \eqref{eq:Hbar} its energy is $E_c$, so $H_B=E_c+\beta^\dagger\Omega\beta$.

Since $\mathrm{Tr}\,K=\sum_n\Omega_n$, the energy is $E_c=\frac12(\sum_n\Omega_n-\mathrm{Tr}A)$. The same value follows from the response on the imaginary axis, $\omega=i\xi$. There $\det(1-DB)=\det(\Pi^{-1})/\det(D^{-1})=\prod_n(\xi^2+\Omega_n^2)/\prod_\nu(\xi^2+\Delta_\nu^2)$. With $\int_0^\infty\ln[(\xi^2+x^2)/(\xi^2+y^2)]\,d\xi=\pi(x-y)$, obtained by differentiating in $x$, and $\int_0^\infty 2\Delta\,d\xi/(\xi^2+\Delta^2)=\pi$,
\begin{equation}
\frac1{2\pi}\int_0^\infty\! d\xi\,\left[\ln\det(1-DB)+\mathrm{Tr}\,DB\right]=\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}\Delta-\mathrm{Tr}B\Big)=E_c .
\label{eq:acfd}
\end{equation}

\emph{Weak-coupling limit.} To first order in $B$, $\mathcal R=0$ reads $B+\Delta t+t\Delta=0$, so $t_{\nu\mu}\simeq-B_{\nu\mu}/(\Delta_\nu+\Delta_\mu)$ and $E_c\simeq-\frac12\sum B_{\nu\mu}^2/(\Delta_\nu+\Delta_\mu)$, the direct second-order energy.

\subsection{Many pairs: the bra amplitudes}

Take $\Lambda=\frac12b\lambda b$ with symmetric $\lambda$, so $e^\Lambda b^\dagger e^{-\Lambda}=b^\dagger+\lambda b$. In \eqref{eq:Hbar} with $\mathcal R=0$, $b^\dagger Kb\to b^\dagger Kb+b\lambda Kb$, and $b\lambda Kb=\frac12b(\lambda K+K^T\lambda)b$ because annihilators commute. The $bb$ terms cancel when
\begin{equation}
\lambda K+K^T\lambda+B=0 .
\label{eq:lam}
\end{equation}
This is the $\Lambda$ equation of drCCD. The Lagrangian is $\langle0|(1+\Lambda)\bar H_B|0\rangle=\frac12\mathrm{Tr}(Bt)+\frac12\mathrm{Tr}(\lambda\mathcal R)$, the two ways of contracting $bb$ with $b^\dagger b^\dagger$ turning $\frac14$ into $\frac12$. Its variation under $\delta t$ is $\frac12\mathrm{Tr}[\delta t\,(B+\lambda A+A\lambda+\lambda tB+Bt\lambda)]$ after cyclic reordering, and the bracket is the left side of \eqref{eq:lam}.

In the eigenbasis of $K$ the linear operator in \eqref{eq:lam} has eigenvalues $\Omega_n+\Omega_{n'}>0$, so the solution is unique. It is $\lambda=YX^T=XY^T$. By \eqref{eq:K}, $\lambda K=Y\Omega X^T$ and $K^T\lambda=X\Omega Y^T$. By \eqref{eq:rpa}, $Y\Omega X^T=-BXX^T-AYX^T$ and $X\Omega Y^T=AXY^T+BYY^T$; the $A$ terms cancel and the sum is $-B(XX^T-YY^T)=-B$. Since $YX^T=tXX^T$,
\begin{equation}
\lambda=t(1-t^2)^{-1},\qquad \lambda t=t^2(1-t^2)^{-1}=XX^T-1=YY^T .
\label{eq:lamt}
\end{equation}
From $b=X\beta+Y\beta^\dagger$, $(YY^T)_{\mu\nu}=\langle b^\dagger_\mu b_\nu\rangle$ in the normalized ground state, so $\mathrm{Tr}\,\lambda t$ is the number of bare bosons in it. The sign of $\lambda$ follows from the representation $\lambda=-\int_0^\infty e^{-K^Ts}Be^{-Ks}ds$, which solves \eqref{eq:lam} because the integrand's derivative integrates to $-B$. Hence $\lambda\le0$, and by \eqref{eq:lamt} also $t\le0$.

After both transformations,
\begin{align}
\tilde H_B&=e^{\Lambda}e^{-T}H_Be^{T}e^{-\Lambda}=E_c+b^\dagger Kb,\\
b+b^\dagger&\to b+(1+t)(b^\dagger+\lambda b)=u\,b^\dagger+v\,b,\\
u&=1+t,\qquad v=1+(1+t)\lambda=1+t(1-t)^{-1}=(1-t)^{-1}.
\end{align}
Both coefficient matrices are tied to $X+Y$. First, $uX=X+Y$. Second, \eqref{eq:K} gives $X^{-T}=(1-t^2)X$, so $vX^{-T}=(1+t)X$. Thus
\begin{equation}
uX=vX^{-T}=X+Y .
\label{eq:key}
\end{equation}
For one pair the product of the two forms is $uv=(X+Y)^2=\Delta/\Omega$, which is \eqref{eq:uv1}. For $B\to0$, $u$ and $v$ tend to the unit matrix, $K\to\Delta$ and $Y\to0$, while $X$ tends to the orthogonal matrix $O$, which then diagonalizes $\Delta$ and may mix pairs of equal energy.

\subsection{Spin adaptation}

For a closed shell, spin-flip pairs have vanishing $B$ and $V$ by spin integration and drop out. For spin-conserving pairs let $\nu$ now run over spatial pairs, let $J_{\nu\mu}=(ia|jb)$ be the spatial integral, and set $b^\pm_\nu=(b_{\nu\alpha}\pm b_{\nu\beta})/\sqrt2$. The integral $J$ is the same for all four spin combinations, so it multiplies $\sum_\sigma b_{\nu\sigma}=\sqrt2\,b^+_\nu$ on both sides. This gives $B=2J$, $A=\Delta+2J$ and $V_{pq,\nu}=\sqrt2(pq|ia)$ for the singlet bosons $b^+$, while the $b^-$ keep $\Delta$ alone and do not couple to electrons. The formulas for the amplitudes, the energy $E_c$, the self-energy and the equation-of-motion matrix of the second half then hold with spatial orbitals for an electron of one spin. A quantity that sums over the electrons of both spins, such as the squared norm of a residual, takes an extra factor of 2.

\subsection{The self-energy without the RPA eigenvectors}

The self-energy at real $\omega$ can be had from \eqref{eq:Pi} by matrix inversion alone. Let $x=\omega-\epsilon_m\neq0$. One mode contributes $-2\Omega/(\Omega^2+\xi^2)$ to $W^c(i\xi)$. Using $\int_{-\infty}^\infty d\xi/[(x^2+\xi^2)(\Omega^2+\xi^2)]=\pi/[|x|\Omega(|x|+\Omega)]$, from partial fractions,
\begin{equation}
-\frac1\pi\int_0^\infty\! d\xi\,\frac{x}{x^2+\xi^2}\,\frac{-2\Omega}{\Omega^2+\xi^2}=\frac{\mathrm{sgn}\,x}{|x|+\Omega}.
\end{equation}
For $x>0$ this is $1/(x+\Omega)$, the occupied term of \eqref{eq:target}; for $x<0$ it is $1/(x-\Omega)$, the virtual term. In the other two cases the difference $1/(x-\Omega)-1/(x+\Omega)$, which is the mode's part of $W^c(x)$, must be subtracted or added:
\begin{align}
\Sigma_{pq}(\omega)={}&-\frac1\pi\sum_m\int_0^\infty\! d\xi\,\frac{x_m}{x_m^2+\xi^2}W^c_{pm,mq}(i\xi)\nonumber\\
&-\sum_{\epsilon_i>\omega}W^c_{pi,iq}(\epsilon_i-\omega)+\sum_{\epsilon_a<\omega}W^c_{pa,aq}(\omega-\epsilon_a).
\label{eq:cd}
\end{align}
This is the contour-deformation form. It uses none of $X$, $Y$, $t$, $\lambda$.

\section{The equation-of-motion problem}

\subsection{What is taken from the first half}

The orbitals are real canonical Hartree--Fock orbitals with a gap, $i$ occupied, $a$ virtual, $\nu=(ia)$. The matrices are $B_{\nu\mu}=(ia|jb)$, $A=\Delta+B$, $V_{pq,\nu}=(pq|ia)$, with RPA frequencies $\Omega_n$ and amplitudes $X,Y$. The target is the self-energy \eqref{eq:target} with $w_{pq}=V_{pq}(X+Y)$, hole poles at $\epsilon_i-\Omega_n$ and particle poles at $\epsilon_a+\Omega_n$. The drCCD amplitudes $t=YX^{-1}$ and $\lambda=t(1-t^2)^{-1}$ define $T=\frac12b^\dagger tb^\dagger$ and $\Lambda=\frac12b\lambda b$. The map $O\to e^\Lambda e^{-T}Oe^Te^{-\Lambda}$ sends $H_B\to E_c+b^\dagger Kb$ with $K=X^{-T}\Omega X^T$, and $b+b^\dagger\to ub^\dagger+vb$ with $u=1+t$, $v=(1-t)^{-1}$, $uX=vX^{-T}=X+Y$.

The direct ring CCD ket and bra amplitudes together reproduce the RPA frequencies and supply the factors $u$ and $v$, both tied to the $X+Y$ that enters the $G_0W_0$ self-energy. It remains to couple the bosons to the electrons, show that the resulting equation-of-motion matrix folds down to that self-energy, and examine where the identity fails and how it works out numerically for water.
